# Arrival Time of a Developer Front in Photoresist, part 2

A resist film fills $0<z<d$, with $z$ the depth. Developer covers the top surface $z=0$ from time zero, and the substrate at $z=d$ does not dissolve. The front between developer and resist moves along its unit normal $\mathbf n$, which points toward resist that dissolves later, with speed $R(\mathbf r)$. This rate is assumed to depend on position alone, not on time or on the direction or curvature of the front. $T(\mathbf r)$ is the first arrival time of the front, zero at $z=0$. Rays are the curves that follow $\mathbf n$, and $s$ is arc length along a path. Parts (a) to (d) established

$$|\nabla T|=\frac1R,\qquad T(P)=\min\int\frac{ds}{R},\qquad \frac{d\mathbf r}{dt}=R\,\mathbf n=R^2\nabla T .$$

The first relation, the eikonal equation, holds where $T$ is differentiable, and the third on rays that have not become late. The minimum runs over paths in the film from the top surface to $P$, so any single path gives an upper bound on $T$. Part (b) also showed that slower resist cannot make any point dissolve sooner.

The computed values at the end include the test from part (e), a film with a slow inclusion,

$$R=20\left[1-0.4\,e^{-[x^2+(z-150)^2]/(2\cdot40^2)}\right]\ \text{nm/s},$$

with lengths in nm. Rays started on one side of the plane $x=0$ were followed for 20 s, and their end points were compared with least times from a path search. Rays that cross this plane are late afterward and no longer mark the front.

The problem now to be solved is (f), a rate that varies linearly from side to side. Let $R=gX$, where $X>0$ is the horizontal distance from a line on the surface at which the rate would vanish, and $g$ is a constant in 1/s. Find $T$, the rays and the shape of the front. Evaluate them for $g=0.050$ 1/s at $X=300$ nm and $z=400$ nm, in a film that extends to $X=500$ nm.

**Solution.** The rate contains no fixed length. If $X$ and $z$ are both multiplied by a factor, path lengths and rates grow by that factor and travel times do not change. Hence $T$ depends on $u=z/X$ alone. Write $T=F(u)/g$. Since $\partial u/\partial z=1/X$ and $\partial u/\partial X=-u/X$,

$$\frac{\partial T}{\partial z}=\frac{F'}{gX},\qquad \frac{\partial T}{\partial X}=-\frac{uF'}{gX}.$$

The eikonal equation becomes

$$\frac{F'^2(1+u^2)}{g^2X^2}=\frac1{g^2X^2},\qquad F'=\frac1{\sqrt{1+u^2}} .$$

The positive root is taken because $T$ increases with depth. With $F(0)=0$, integration gives

$$T=\frac1g\,\operatorname{arcsinh}\frac zX .$$

For the rays, let $\rho=\sqrt{X^2+z^2}$, so that $1/\sqrt{1+u^2}=X/\rho$. Then $d\mathbf r/dt=R^2\nabla T$ reads

$$\frac{dX}{dt}=g^2X^2\left(-\frac{z}{X}\,\frac{X}{\rho}\,\frac1{gX}\right)=-\frac{gXz}{\rho},\qquad \frac{dz}{dt}=g^2X^2\,\frac{X}{\rho}\,\frac1{gX}=\frac{gX^2}{\rho}.$$

It follows that $X\,dX/dt+z\,dz/dt=0$. The radius $\rho$ is constant, and the ray is a circular arc that enters the surface at $X_0=\rho$. On the front $z/X=\sinh(gt)$. Together with $X^2+z^2=X_0^2$ this gives

$$X=\frac{X_0}{\cosh(gt)},\qquad z=X_0\tanh(gt).$$

At fixed time, $z=X\sinh(gt)$ is a straight line. The front stays flat and tilts by an angle $\theta$ with $\tan\theta=\sinh(gt)$. The formula holds at points whose arc enters within the film surface. Elsewhere the arc is not an available path, and the arrival is later.

For the given point, $z/X=4/3$ and $\operatorname{arcsinh}(4/3)=\ln(4/3+5/3)=\ln3=1.0986$, so

$$T=\frac{1.0986}{0.050\ \text{s}^{-1}}=21.97\ \text{s}.$$

The ray enters at $X_0=\sqrt{300^2+400^2}=500$ nm, at the fast edge of the film. The front is then tilted by $\arctan(4/3)=53.1^\circ$.

Going straight down at the local rate of 15 nm/s takes $400/15=26.67$ s. The curved path is longer but 4.7 s faster, although the rate along the vertical path is constant. A search over polylines found 21.979 s for this point. Over all tested grid points where the formula applies (4 nm spacing, $X\ge100$ nm), the searched time divided by the formula lay between 1.00001 and 1.00653. Apart from rounding and integration error, the search can only overestimate the least time, because it admits only polylines with corners on the grid. No polyline beat the formula.

For $z\ll X$, $\operatorname{arcsinh}u\approx u-u^3/6$, so $T\approx z/R$ and the vertical estimate is good. For $z\gg X$, $T\approx g^{-1}\ln(2z/X)$. The time then grows logarithmically with depth, provided that the fast resist extends far enough sideways.

### (g) Bounds for a line and space pattern

A pattern of pitch $p$ is symmetric about the centre of the bright space, $x=0$, and about the centre of the dark line, $x=p/2$. At every depth the rate is highest at $x=0$. Give two upper bounds on the arrival time at the substrate, and find the clearing time at $x=0$. What happens if the whole rate is multiplied by a factor $f(t)$?

**Solution.** A path that leaves the half period $0\le x\le p/2$ can be reflected back into it. Reflection changes neither its length nor the rates along it, so the half period is sufficient. Two trial paths give

$$T(x,d)\le\int_0^d\frac{dz}{R(x,z)},\qquad T(x,d)\le\int_0^d\frac{dz}{R(0,z)}+\int_0^x\frac{dx'}{R(x',d)} .$$

The first goes straight down. The second goes down the bright centre and then sideways along the substrate.

For the centre, take any path to $(0,d)$. Each element satisfies $ds\ge|dz|$ and $R(x,z)\le R(0,z)$. Since the path must cover every depth from 0 to $d$ at least once,

$$\int\frac{ds}{R(x,z)}\ge\int\frac{|dz|}{R(0,z)}\ge\int_0^d\frac{dz}{R(0,z)} .$$

The straight vertical path attains this bound. The centre therefore clears at

$$T(0,d)=\int_0^d\frac{dz}{R(0,z)} .$$

If the rate becomes $f(t)R(\mathbf r)$ with $f>0$, introduce the clock $\vartheta=\int_0^tf(t')\,dt'$. Dividing the normal displacement $fR\,dt$ by $d\vartheta=f\,dt$ gives speed $R$ on the new clock. The front at time $t$ is the original front at time $\vartheta(t)$. A common factor changes when each shape occurs, but not the sequence of shapes. For constant $f$, all arrival times are divided by $f$.

### (h) A resist film with a standing wave

A film has $d=600$ nm and $p=800$ nm, and it is developed for 60 s. The effective dose after the bake is

$$E=E_0\,\frac{1+V\cos(2\pi x/p)}2\,e^{-\alpha z}\left[1-S\cos\frac{4\pi n_r(d-z)}\lambda\right].$$

Here $E_0=100$ mJ/cm², $V=0.9$, $\alpha=0.3$ µm⁻¹, $\lambda=365$ nm and $n_r=1.7$. The amplitude $S=0.2$ represents the standing wave that remains after the bake has partly smoothed it. The remaining inhibitor fraction is $m=e^{-CE}$ with $C=0.015$ cm²/mJ. The Mack model gives the rate

$$R=R_{\max}\frac{(a+1)(1-m)^n}{a+(1-m)^n}+R_{\min},\qquad a=\frac{n+1}{n-1}(1-m_{\rm th})^n,$$

with $R_{\max}=50$ nm/s, $R_{\min}=0.05$ nm/s, $n=6$ and $m_{\rm th}=0.2$. In this formula $R_{\max}$ and $R_{\min}$ are model parameters. Find the clearing time and the width of the line left at the substrate, and compare them with a model in which every column dissolves vertically.

**Solution.** One rate shows how the model works. At $x=0$ and $z=300$ nm, the standing wave has period $365/(2\times1.7)=107.4$ nm, and its cosine is 0.276. Thus

$$E=100\times0.95\times0.914\times(1-0.2\times0.276)=82.0\ \text{mJ/cm}^2 .$$

This gives $m=e^{-1.23}=0.292$ and $(1-m)^6=0.126$. With $a=1.4\times0.8^6=0.367$,

$$R=50\times\frac{1.367\times0.126}{0.367+0.126}+0.05\approx17.5\ \text{nm/s}.$$

At the same depth the rate is 12.0 nm/s at $x=100$ nm, 2.17 nm/s at 200 nm and 0.05 nm/s at 400 nm.

The rate increases with dose, and the dose at each depth is highest at $x=0$, so the result of (g) applies. The integral gives a centre clearing time of 33.9 s, and a numerical solution of the eikonal equation gives the same value. Away from the centre, the arrival times at the substrate are:

| $x$ (nm) | least (s) | down (s) | down, then sideways (s) |
|---|---|---|---|
| 100 | 37.3 | 49.6 | 47.4 |
| 140 | 42.2 | 78.2 | 57.3 |
| 180 | 54.3 | 166.0 | 77.4 |

At all three positions the path through the bright centre beats the vertical one, and the least time is shorter than both. At $x=180$ nm the vertical estimate is about three times the least time. The bright region opens early, and the neighbouring resist is then attacked obliquely from the side.

At 60 s the front on the substrate has reached $x=189.8$ nm. The bottom linewidth is

$$800-2\times189.8=420.4\ \text{nm}.$$

The last digit depends on the numerical grid and is uncertain by one or two units. With the same rates and time, the vertical model gives 561 nm, which is 141 nm too wide relative to the least-time result.

Setting $S=0$ with all other inputs fixed gives a bottom linewidth of 378 nm, so the standing wave widens the foot of the line by 42 to 43 nm. The dose factor at the substrate is $1-S=0.8$, which lowers the rate there. This is one contribution; the calculation does not separate it from changes higher in the film. For depths of 100 nm and more, the standing wave displaces the edge by amounts from about $-23$ to about $+20$ nm, where positive means farther into the dark region.

Two tests address the theory in this film. With $S=0$, a curve was moved for 15 s along its own geometric normal, without use of $T$. It lay within 0.30 nm of the surface on which the least path time is 15 s. With $S=0.2$, the eikonal solution and the least path times were compared at all points dissolved within 60 s. Their time differences, multiplied by the local rate, amounted to at most 0.63 nm.

### (i) Effects outside the model

Estimate the influence of surface inhibition, developer depletion, a temperature error of 1 K, and a finite penetrated layer. How does the example relate to a real process?

**Solution.** Surface inhibition still gives a rate that depends on position alone, so the theory covers it. Multiply $R$ by $1-0.7\,e^{-z/(50\ \text{nm})}$, which leaves 0.3 of the rate at the surface. The centre then clears at 36.4 s instead of 33.9 s, and the line is 7.8 nm wider. Both changes have the sign required by (b).

Developer depletion makes the rate depend on time. Suppose that each dissolved site consumes one hydroxide ion and that the site density is 10 mol/L. At clearing, the mean dissolved depth over the pitch is about 297 nm. The mean flux is therefore

$$F=\frac{10^4\ \text{mol/m}^3\times297\times10^{-9}\ \text{m}}{33.9\ \text{s}}=8.8\times10^{-5}\ \text{mol/(m}^2\text{s)} .$$

In a still liquid, an amount $M$ per area removed at a wall lowers the concentration there by $M/\sqrt{\pi Dt}$ after a time $t$. Adding the contributions $F\,dt'$ gives

$$\Delta c=\int_0^t\frac{F\,dt'}{\sqrt{\pi D(t-t')}}=2F\sqrt{\frac t{\pi D}} .$$

With $D=2\times10^{-5}$ cm²/s and $t=33.9$ s, $\Delta c\approx13$ mol/m³, which is 5.0 % of a bulk value of 0.26 mol/L. For a rate proportional to the fourth power of concentration, the factor is $0.9505^4\approx0.82$. If it acted throughout development, the front at 60 s would be the original front at about 49 s, and the line would be 45 nm wider. This is a rough size and likely too large: the depletion builds up from zero, the flux falls once the bright region has cleared, and stirring reduces the depletion.

For an assumed activation energy of 0.3 eV, warming the developer from 296 K to 297 K multiplies the rate by 1.040. The front at 60 s is then the original front at 62.4 s, and the line is 6.9 nm narrower. The sign of this change rests on the assumed positive activation energy and on temperature acting as one common factor with $n$ and $m_{\rm th}$ fixed. In real resists the shape of the rate curve also changes with temperature. In this model, a rise of $n$ by 3 % together with the same factor already makes the line slightly wider instead of narrower.

If developer penetrates a layer 5 nm thick, the rate is not defined at a sharp surface. At the bottom edge it falls by 13 % over 5 nm measured sideways. The fall along the normal of the inclined front is different. The normal there is about $40^\circ$ from the vertical, so a step of 5 nm along it covers only about 3 nm sideways, and the rate also varies with depth. The resulting change in linewidth was not calculated.

The inputs are round numbers in the rough regime of an i-line novolak resist developed in aqueous base; they are not fitted to a product. The maximum rate of 50 nm/s is on the low side for such resists, and $S$ is an assumed result of the bake. The linewidth of about 420 nm is therefore a property of this model and not a prediction for a particular process. Among the effects converted to linewidth here, depletion in a still puddle is the largest; its estimate, roughly a tenth of the linewidth, is likely too high. It breaks the assumption that the rate is independent of time. The numerical output below lists the inputs and results.

## Computed values

```
LINEAR RATE R = g X
g = 0.050 1/s, zero-rate line at x = 500 nm
point: X = 300 nm, z = 400 nm, R = 15.0 nm/s
least time, closed form = 21.972 s; path search = 21.979 s
straight-down time = 26.667 s
entry point of its ray: X0 = 500.0 nm
front tilt at that time = 53.13 deg
path search / closed form: min 1.00001, max 1.00653
SLOW INCLUSION (20 nm/s film, 40 % slower at centre, sigma 40 nm, depth 150 nm)
ray clock = 20 s; rays kept = 199, crossed = 40
largest delay of a crossed ray = 5.48 s
largest mismatch of uncrossed rays = 0.028 s
TEST ERRORS IN THE RESIST
tracked front at 15 s vs least time: max 0.30 nm
eikonal vs path search: max 0.63 nm, mean 0.17 nm
RESIST EXAMPLE, INPUTS
pitch 800 nm, thickness 600 nm, development 60 s
wavelength 365 nm, index 1.7, standing-wave period 107.4 nm
dose 100 mJ/cm2, bleach constant 0.015 cm2/mJ
image contrast 0.9, absorption 0.3 1/um, standing wave 0.2
Mack: Rmax 50 nm/s, Rmin 0.05 nm/s, n 6, m_th 0.2
RESIST EXAMPLE, RESULTS
rate at x = 0 nm, mid-depth = 17.495 nm/s
rate at x = 100 nm, mid-depth = 12.012 nm/s
rate at x = 200 nm, mid-depth = 2.168 nm/s
rate at x = 400 nm, mid-depth = 0.050 nm/s
centre clearing time: integral 33.90 s, eikonal 33.90 s
substrate x = 100 nm: least 37.3 s, down 49.6 s, down+sideways 47.4 s
substrate x = 140 nm: least 42.2 s, down 78.2 s, down+sideways 57.3 s
substrate x = 180 nm: least 54.3 s, down 166.0 s, down+sideways 77.4 s
front edge at substrate = 189.8 nm; bottom linewidth = 420.4 nm
bottom linewidth, vertical-only model = 561.2 nm
bottom linewidth without standing wave = 377.8 nm
edge shift by standing wave, z >= 100 nm: -22.5 to 19.8 nm
NEGLECTED EFFECTS (rough parameters)
surface inhibition: surface rate ratio 0.3, depth 50 nm
  clearing 36.37 s, linewidth change +7.8 nm
hydroxide: sites 10 mol/L, bulk 0.26 mol/L, D 2e-05 cm2/s, order 4
  mean dissolved depth at clearing 297 nm, surface depletion 5.0 %
  rate factor 0.816, linewidth change +45.4 nm
developer +1 K at 296 K, activation 0.3 eV: rate factor 1.0404
  linewidth change -6.87 nm
penetrated layer 5 nm: rate falls 13.0 % across it at the bottom edge
```
